# Permittivity of a rigid-molecule liquid from the charge structure factor

## Definitions and conventions

A cubic periodic box of edge \(L\) and volume \(V=L^3\) holds \(N\) rigid, neutral molecules with fixed atomic charges \(q_i\) at positions \(\mathbf r_i\). The liquid is classical and isotropic, at temperature \(T\), with \(\beta=1/(k_BT)\) and number density \(n=N/V\). There are no ions and no electronic polarization, so \(\epsilon\) below is the static relative permittivity due to molecular motion alone. SI equations are used.

For wavevectors that fit the box, define

\[
\mathbf k=\frac{2\pi}{L}\mathbf n,\qquad
\rho_{\mathbf k}=\sum_i q_i e^{i\mathbf k\cdot\mathbf r_i},\qquad
S(k)=\frac{\langle|\rho_{\mathbf k}|^2\rangle}{V},
\]

where \(\mathbf n\neq0\) has integer components. The working quantity is

\[
x(k)=\frac{\beta S(k)}{\epsilon_0k^2},\qquad
\lim_{k\to0^+}x(k)=1-\frac1\epsilon .
\]

With charges \(q_i=z_ie\) and the vacuum Bjerrum length \(\ell_B=\beta e^2/(4\pi\epsilon_0)\), the same quantity needs no further unit conversion:

\[
x(k)=\frac{4\pi\ell_B}{Vk^2}
\left\langle\left|\sum_i z_ie^{i\mathbf k\cdot\mathbf r_i}\right|^2\right\rangle .
\]

The configurations must have been sampled with full Coulomb interactions, here by Ewald summation. The limit is an extrapolation from nonzero \(k\): at \(k=0\), neutrality makes \(\rho_{\mathbf k}\) vanish identically.

## Why the limit is \(1-1/\epsilon\)

Apply a weak external potential \(\phi(\mathbf r)=\phi_0\cos(\mathbf k\cdot\mathbf r)\). Poisson's equation, \(-\nabla^2\phi=\rho_{\rm ext}/\epsilon_0\), gives its source:

\[
\rho_{\rm ext}(\mathbf r)=\epsilon_0k^2\phi_0\cos(\mathbf k\cdot\mathbf r).
\]

The added energy is \(\sum_iq_i\phi(\mathbf r_i)=\phi_0C\), with \(C=\operatorname{Re}\rho_{\mathbf k}\). Expanding the Boltzmann factor to first order,

\[
\langle C\rangle_\phi
=\frac{\langle Ce^{-\beta\phi_0C}\rangle}{\langle e^{-\beta\phi_0C}\rangle}
=\langle C\rangle-\beta\phi_0\left(\langle C^2\rangle-\langle C\rangle^2\right)+O(\phi_0^2).
\]

Translating the whole liquid by \(\mathbf a\) multiplies \(\rho_{\mathbf k}\) by \(e^{i\mathbf k\cdot\mathbf a}\) and costs no energy. The phase of \(\rho_{\mathbf k}\) is therefore uniformly distributed, so \(\langle C\rangle=0\) and \(\langle C^2\rangle=\langle|\rho_{\mathbf k}|^2\rangle/2\).

To leading order the induced charge density is \(A\cos(\mathbf k\cdot\mathbf r)\). Multiplying by \(\cos(\mathbf k\cdot\mathbf r)\) and integrating over the box gives \(\langle C\rangle_\phi=AV/2\). Hence

\[
A=\frac{2\langle C\rangle_\phi}{V}
=-\beta\phi_0\frac{\langle|\rho_{\mathbf k}|^2\rangle}{V}
=-\beta\phi_0S(k).
\]

The longitudinal permittivity is defined by \(\rho_{\rm ext}+\rho_{\rm ind}=\rho_{\rm ext}/\epsilon(k)\). Therefore

\[
1-\frac1{\epsilon(k)}
=-\frac{\rho_{\rm ind}}{\rho_{\rm ext}}
=\frac{\beta\phi_0S(k)}{\epsilon_0k^2\phi_0}=x(k).
\]

For a liquid without free charge, \(\epsilon(k)\to\epsilon\) when the wavelength far exceeds the range of molecular structure. The result is \(1-1/\epsilon\), not \(\epsilon-1\), because the liquid responds to the external field while its own induced charge opposes that field.

## Neutral molecules and the two small-wavevector limits

Let molecule \(m\) have reference point \(\mathbf R_m\), dipole \(\boldsymbol\mu_m\), and atoms displaced by \(\mathbf d_{ma}\). Then

\[
\rho_{\mathbf k}=\sum_m e^{i\mathbf k\cdot\mathbf R_m}
\sum_aq_a\left[1+i\mathbf k\cdot\mathbf d_{ma}+O(k^2)\right]
=i\sum_me^{i\mathbf k\cdot\mathbf R_m}\,\mathbf k\cdot\boldsymbol\mu_m+O(k^2).
\]

The first term in the bracket sums to zero by neutrality. Thus \(S(k)\) starts at order \(k^2\), and its quotient by \(k^2\) has a finite limit.

If positions and orientations were uncorrelated, cross terms would vanish and \(\langle(\mathbf k\cdot\boldsymbol\mu)^2\rangle=k^2\mu^2/3\), giving

\[
x_{\rm uncorrelated}(0)=\frac{\beta n\mu^2}{3\epsilon_0}=3y,\qquad
y=\frac{\beta n\mu^2}{9\epsilon_0}.
\]

For \(3y>1\) this cannot be \(1-1/\epsilon\) with positive \(\epsilon\). Correlations must reduce it.

The limit must also be distinguished from the fluctuation of the total dipole \(\mathbf M\) at \(k=0\). With conducting Ewald boundaries, a uniform Maxwell field \(E\) adds the energy \(-EM_z\). Linear response and isotropy give \(\langle M_z\rangle=\beta E\langle M^2\rangle/3\). Since \(\langle M_z\rangle/V=\epsilon_0(\epsilon-1)E\),

\[
\epsilon-1=\frac{\beta\langle M^2\rangle}{3\epsilon_0V}=3yG,\qquad
G=\frac{\langle M^2\rangle}{N\mu^2}.
\]

Here \(G\) is the dipole correlation factor for conducting boundaries. Define a longitudinal factor by \(x(0)=3yG_L\). Then

\[
\frac G{G_L}=\frac{\epsilon-1}{1-1/\epsilon}=\epsilon .
\]

A longitudinal wave of polarization carries charge, and its electrostatic energy suppresses the fluctuation. Uniform polarization between conducting boundaries has no such cost. The ratio of the two factors is the permittivity itself, which makes it a useful consistency check.

## The scheme

Only one of \(\mathbf k\) and \(-\mathbf k\) is needed, because \(\rho_{-\mathbf k}=\rho_{\mathbf k}^*\).

```
input: charges z[i], frames r[t,i], box edge L, temperature T
choose integer vectors n in a half-space, 0 < |n|^2 <= n2max
for each frame t:
    for each n:
        k = 2*pi*n/L
        rho = sum_i z[i]*exp(i*k.r[t,i])
        add 4*pi*lB*|rho|^2/(V*k^2) to shell |n|^2, current block
average each shell over its vectors and over frames
fit ln x = a + b*k^2, squared residuals weighted by vector count
x0  = exp(a)
eps = 1/(1-x0)
repeat the fit with each time block left out; form jackknife error
```

For \(B\) blocks, let \(\theta_b\) be the result with block \(b\) omitted and \(\bar\theta\) the mean of these results. The jackknife error is

\[
\delta\theta=\left[\frac{B-1}{B}\sum_{b=1}^B(\theta_b-\bar\theta)^2\right]^{1/2}.
\]

Isotropy makes \(x\) a function of \(k^2\), if its small-\(k\) expansion is regular. The logarithmic line keeps \(x\) positive but is an empirical form, so a second form should be fitted too. The weights follow from treating \(\rho_{\mathbf k}\) as a complex Gaussian variable: \(|\rho_{\mathbf k}|^2\) then has unit relative variance. With equally many independent samples per vector, the variance of \(\ln x\) for a shell is inversely proportional to its number of vectors.

The logarithm must be taken after averaging. In the same Gaussian model, \(t=|\rho_{\mathbf k}|^2/\langle|\rho_{\mathbf k}|^2\rangle\) has density \(e^{-t}\), and \(\int_0^\infty e^{-t}\ln t\,dt=-0.577\). For a single vector, averaging logarithms frame by frame would therefore multiply the estimate by \(e^{-0.577}=0.56\). Averaging over the vectors of a shell first weakens this bias but does not remove it.

No molecule list is required. Moving one atom by a box vector changes \(\mathbf k\cdot\mathbf r_i\) by a multiple of \(2\pi\). This holds for allowed wavevectors; an arbitrary smaller \(k\) loses the invariance and cannot be used to approach zero.

## Cost and numerical stability

For \(N_a\) atoms and \(N_k\) vectors, a frame costs \(O(N_aN_k)\) operations. A fixed integer cutoff keeps \(N_k\) fixed. A fixed physical cutoff \(K\) gives \(N_k\propto VK^3\), hence quadratic cost in system size at fixed density. An Ewald code already forms \(\rho_{\mathbf k}\); it should be recorded before the Gaussian damping factor is applied.

The final inversion magnifies errors:

\[
\epsilon=\frac1{1-x_0},\qquad
\frac{d\epsilon}{dx_0}=\frac1{(1-x_0)^2}=\epsilon^2,
\qquad \delta\epsilon\simeq\epsilon^2\delta x_0.
\]

A relative error \(p=\delta\epsilon/\epsilon\) therefore requires \(\delta x_0=p/\epsilon\). For 5% precision this is 0.01 at \(\epsilon=5\), but about 0.0006 at \(\epsilon=80\). If the statistical error falls as the inverse square root of run length, with the same prefactor, the second case needs 256 times the run length of the first.

Rounded coordinates add a positive bias. Suppose each coordinate has an independent rounding error of variance \(\delta^2\). To leading order,

\[
\delta\rho_{\mathbf k}=i\sum_iq_i(\mathbf k\cdot\delta\mathbf r_i)e^{i\mathbf k\cdot\mathbf r_i},
\qquad
\langle|\delta\rho_{\mathbf k}|^2\rangle=k^2\delta^2\sum_iq_i^2.
\]

The factor \(k^2\) cancels in \(x\), so extrapolation does not remove the bias. For molecules with two charges \(\pm q\) separated by \(b\), \(\sum_iq_i^2=2Nq^2\), and with \(\mu=qb\),

\[
\Delta x=\frac{2\beta nq^2\delta^2}{\epsilon_0}
=3y\,\frac{6\delta^2}{b^2}.
\]

For coordinates stored in steps of 0.001 nm, \(\delta^2=(0.001\ \mathrm{nm})^2/12\). The example below has \(3y=2.31\) and \(b=0.12\) nm, which gives \(\Delta x\approx8\times10^{-5}\). This is harmless there, but the factor \(\epsilon^2\) would make the same bias about 0.5 in \(\epsilon\) at \(\epsilon=80\).

## Worked example

The model has 100 molecules at 300 K and 11 nm\(^{-3}\). Each has a Lennard-Jones core of diameter 0.40 nm and well depth 250 K, with charges \(\pm0.25e\) separated by 0.12 nm. The dipole is \(0.25\times0.12=0.030\ e\,\mathrm{nm}\), or 1.44 D. The box edge is \((100/11)^{1/3}=2.087\) nm, so the smallest wavevector is \(2\pi/2.087=3.01\ \mathrm{nm}^{-1}\).

With \(\ell_B=55.7\) nm,

\[
3y=\frac{4\pi}{3}(55.7)(11)(0.030)^2=2.31 .
\]

Sampling random, uncorrelated molecules at the smallest \(k\) gave 2.20, which is 5% below this limit and inside the test tolerance of 15%. The exact uncorrelated value at this \(k\) is 2.295, so the shortfall is sampling noise (standard error about 0.07), not a finite-\(k\) effect. The correlated liquid gives much smaller values:

| \(\lvert\mathbf n\rvert^2\) | \(k\) (nm\(^{-1}\)) | \(x(k)\) | standard error |
|---:|---:|---:|---:|
| 1 | 3.01 | 0.796 | 0.026 |
| 2 | 4.26 | 0.828 | 0.015 |
| 3 | 5.21 | 0.892 | 0.018 |
| 4 | 6.02 | 0.951 | 0.027 |
| 5 | 6.73 | 0.992 | 0.010 |

These averages come from 4800 steps of rigid-body Langevin dynamics, divided into 12 blocks, after 400 equilibration steps from a lattice start. They are not converged to the digits shown: resampling the same model in the same box with longer equilibration raises these five entries by 0.02 to 0.07. The logarithmic line through the five shells gives \(x_0=0.746\pm0.015\), and hence

\[
\epsilon=\frac1{1-0.746}\approx3.9,\qquad
\delta\epsilon\approx(3.94)^2(0.0146)\approx0.23 .
\]

A quadratic in \(k^2\), fitted through \(|\mathbf n|^2=8\), gives \(x_0=0.756\pm0.024\). The two fits agree within their errors, but they share most of their data and cannot expose a fluctuation common to both.

## What the independent estimates show

A separate 1600-step run applied a uniform field and a longitudinal wave together. The uniform Maxwell field was 3.4 MV/cm, and the wave had an external amplitude of 6.9 MV/cm. Static fields this strong exceed what bulk organic liquids normally withstand without breakdown; here they serve only to lift the response above the thermal noise. Polarization divided by \(\epsilon_0\) times the field equals \(\epsilon-1\), which gives \(\epsilon=4.95\pm0.19\), or \(1-1/\epsilon=0.798\pm0.008\). The dipole fluctuations of the field-free run give \(\epsilon=5.44\pm0.28\).

The extrapolated value is therefore low. Its distance from the uniform-field result is

\[
0.798-0.746=0.052,\qquad
\sqrt{0.0146^2+0.0077^2}=0.0165,
\]

or 3.2 combined standard errors. The test accepted differences up to four combined errors plus 0.011 for field saturation, 0.077 in all. Passing so wide a test excludes a gross mistake in the limit, such as reading \(x_0\) as \(\epsilon-1\), but it doesn't establish precise agreement. The dipole fluctuations correspond to \(x=0.816\pm0.009\), about four combined errors above the extrapolation if correlations between estimates from the same run are ignored.

Field saturation does not explain the gap. For an independent dipole with reduced orienting field \(h\), the Langevin alignment is \(h/3-h^3/45\). Its relative loss is \(h^2/15=3m^2/5\), where \(m=h/3\) is the leading alignment. Applied to the measured alignments, this estimates a 3.4% loss of response. Correcting for it would raise the uniform-field permittivity and widen the gap.

The wave compares response and fluctuation without any extrapolation. At the smallest \(k\) it gives \(x=0.880\pm0.022\), against 0.796 from the fluctuations, a difference of 2.5 combined errors. This points to the field-free run itself, whose charge fluctuations at small \(k\) came out low. The fit form is not the cause: applied to a noise-free \(x(k)\) from the mean spherical approximation at the same \(3y\), the two fits miss the exact limit by only \(+0.006\) and \(-0.003\). Nor is the box size: resampling in the same box moves the extrapolation by about 0.07, to \(x_0=0.82\pm0.01\), or \(\epsilon=5.4\pm0.3\), in line with the other estimates. The blocks, 400 steps long, far exceed the correlation time of about 5 steps at the smallest \(k\), so whether the low values reflect an unlucky sample or the short equilibration is not settled by these data.

The correlation factors show the same inconsistency: \(G=1.92\), \(G_L=0.323\), and their ratio is 5.95. A converged calculation would return the same \(\epsilon\) from this ratio as from either factor alone. Here a high \(G\) is divided by a low \(G_L\). The independent estimates favour a permittivity near 5 for this model, and the extrapolated 3.9 should not be treated as converged. The remedy is several longer independent runs, followed by a larger box at the same density, with both fit forms retained.

## Failure modes

**Reading a finite-\(k\) shell as the macroscopic value.** At \(k=14.8\ \mathrm{nm}^{-1}\), the edge of the sampled range, \(x=2.28\pm0.05\) and \(\epsilon(k)=1/(1-2.28)\approx-0.78\). The induced charge there exceeds the external charge and has the opposite sign. This is overscreening. It does not signal instability, since the fluctuation \(S(k)\) remains positive and finite. Near \(x=1\), \(\epsilon(k)\) diverges, so \(x\) should be extrapolated rather than \(\epsilon(k)\).

**Using a box dipole from wrapped atoms.** In the last field-free frame, whole molecules give a dipole of \((0.123,0.115,0.131)\ e\,\mathrm{nm}\). Wrapping atoms singly gives \((-0.399,-0.407,-0.391)\ e\,\mathrm{nm}\). Each component has jumped by \(0.25\times2.087=0.522\ e\,\mathrm{nm}\), while a direct recomputation of \(\rho_{\mathbf k}\) from the wrapped atoms was unchanged.

**Truncating the Coulomb interaction.** The identification of \(x\) with \(1-1/\epsilon\) requires the induced charge to act back through the full \(1/k^2\) interaction. If the simulation removes that interaction at small \(k\), the measured fluctuation belongs to a different response. For the Ewald forces used here, the net Coulomb force on one molecule differed from a direct image sum, corrected to conducting boundaries, by 0.1% of the root-mean-square molecular force.

**Including mobile ions.** In a conducting liquid, free charge screens a static external charge completely at long wavelength, so \(x\to1\). The formula then reports a divergent static permittivity, not the permittivity of the solvent.

## Relation to real solvents

The model does not stand for a particular solvent. Weakly polar liquids such as chloroform and diethyl ether also have permittivities of about 4 to 5, but their dipoles are near 1 D and they hold only about 6 to 7.5 molecules per nm\(^3\). Their dipolar strength \(3y\) is therefore near 0.8, about a third of the model's 2.31. Similar permittivities do not validate the model, because part of the real value comes from electronic polarization, which the model lacks.

For molecules at the model's density of 11 nm\(^{-3}\), with a rough polarizability volume \(\alpha=0.006\ \mathrm{nm}^3\), the Clausius-Mossotti relation gives

\[
c=\frac{4\pi n\alpha}{3}=0.276,\qquad
\epsilon_{\rm el}=\frac{1+2c}{1-c}=2.15 .
\]

If the orientational polarization stayed unchanged, this would add about 1.15 to \(\epsilon\), or 23% of the uniform-field result. It would not stay unchanged, since induced dipoles also alter the molecular interactions, so this is an estimate of size and not a correction.

Quantum effects on rotation should matter far less, as a harmonic estimate indicates. A harmonic libration of frequency \(\omega\) has a leading free-energy shift of \((\beta\hbar\omega)^2/24\) in units of \(k_BT\). With moment of inertia \(I\), the classical mean squared torque is \(\langle\tau^2\rangle=I\omega^2k_BT\), so the shift equals \(\beta^3\hbar^2\langle\tau^2\rangle/(24I)\). For a rough mass of 60 u, a gyration radius of 0.15 nm and the sampled torques, it is of order \(10^{-4}\,k_BT\) per molecule. Written in terms of the torque, this is the leading quantum correction from the interactions even when the motion is not harmonic, as here: the sampled mean squared torque, about \(2.4\,(k_BT)^2\) over two rotational directions, would imply swings of nearly 1 rad. The free rotation of a linear molecule adds a term independent of the interactions, \(-\beta\hbar^2/(6I)\approx-2\times10^{-4}\) in units of \(k_BT\). These figures belong to the model, whose spherical cores give a libration of only about 8 cm\(^{-1}\); in a real liquid a libration near 50 cm\(^{-1}\) would contribute about \(2\times10^{-3}\,k_BT\), larger but still small. The remaining figures are in the numerical output below.

## Computed results

```
temperature 300 K, molecules 100, density 11.0 nm^-3
core diameter 0.40 nm, well depth 250 K
charges +/-0.25 e, separation 0.12 nm
dipole 0.0300 e nm = 1.441 D
box edge 2.0871 nm, smallest k 3.0105 nm^-1
vacuum Bjerrum length 55.700 nm
steps: field-free 4800, with fields 1600
Ewald vs direct sum, relative error: force 9.4e-04, torque 1.0e-03
kinetic T / set T: translation 0.9939, rotation 0.9878
uncorrelated molecules: 3y = 2.3098, sampled x = 2.2043
shell n^2, k (nm^-1), vectors (k and -k as one), x(k), standard error
   1    3.011    3  0.7964  0.0257
   2    4.258    6  0.8278  0.0148
   3    5.214    4  0.8924  0.0180
   4    6.021    3  0.9513  0.0270
   5    6.732   12  0.9917  0.0101
   6    7.374   12  1.0151  0.0166
   8    8.515    6  1.1672  0.0210
largest x(k) 2.275 +/- 0.048 at k = 14.75 nm^-1
eps(k) there -0.784
x(0), line in ln x, n^2 <= 5: 0.7459 +/- 0.0146
x(0), quadratic in k^2, n^2 <= 8: 0.7558 +/- 0.0241
eps from extrapolation: 3.936 +/- 0.225
eps^2 times error of x(0): 0.227
eps from dipole fluctuations: 5.440 +/- 0.277
eps from uniform applied field: 4.949 +/- 0.188
1 - 1/eps from uniform field: 0.7979 +/- 0.0077
x(k_min) from applied wave: 0.8798 +/- 0.0219
uniform field 3.447 MV/cm, wave amplitude 6.894 MV/cm
estimated saturation of the response 3.43 percent
allowance for saturation: eps 0.271, x 0.0111
correlation factors: G = 1.922, G_L = 0.323
ratio G/G_L = 5.953
dipole of last frame, whole molecules (e nm): [0.123 0.115 0.131]
dipole of last frame, wrapped atoms (e nm): [-0.399 -0.407 -0.391]
rough polarizability 0.006 nm^3 gives electronic eps 2.146
rough mass 60 u, gyration radius 0.15 nm
mean squared torque 2.44 (k_B T)^2
quantum rotational free-energy shift 1.2e-04 k_B T per molecule
```
